# Why the Dipole Approximation Also Fails at Long Wavelengths in Strong Fields

Suppose a hydrogen atom is exposed to light of wavelength 3.2 µm and intensity $10^{15}$ W/cm². The phase of the wave changes by only $k a_B\approx1.0\times10^{-4}$ over one bohr, so it seems safe to replace the field by its value at the nucleus. In a calculation made in this way the light exerts no force on a freed electron along the direction of the beam. In the real wave an electron freed at rest at a maximum of the field swings along the beam by about 9 bohr to either side of a steadily drifting centre. The neglected motion is larger than the atom, although the wave is almost uniform across the atom.

The small number $k a_B$ answers a question about a bound electron. A freed electron moves fast and far, and the magnetic force acts on it all the way. The size of this effect can be found from a solvable model: one electron in a plane wave, with the binding left out.

## The motion that the approximation removes

Let the wave travel along $z$, with

$$E_x=B_y=E_0\cos(\omega t-kz),\qquad k=\omega/c .$$

Gaussian units are used, and the electron has charge $-e$. The electron is slow compared with light, and it starts at rest at $t=0$, when the vector potential introduced below is zero. To leading order in $1/c$, and as long as $kz\ll1$, the fields may be evaluated at $z=0$, provided that the magnetic force is kept.

Along $x$ the electric force gives

$$m\dot v_x=-eE_0\cos\omega t
\quad\Rightarrow\quad
m v_x=-\frac{eE_0}{\omega}\sin\omega t .$$

The cycle average of $\sin^2\omega t$ is $1/2$, so the mean kinetic energy of this motion is the ponderomotive energy

$$U_p=\frac{1}{2m}\frac{e^2E_0^2}{\omega^2}\cdot\frac12=\frac{e^2E_0^2}{4m\omega^2}.$$

The magnetic force is $-(e/c)\,\mathbf v\times\mathbf B$, and $(\mathbf v\times\mathbf B)_z=v_xB_y$. Two minus signs cancel:

$$m\dot v_z=-\frac ec v_xB_y=\frac{e^2E_0^2}{mc\,\omega}\sin\omega t\cos\omega t .$$

Since $\int_0^t\sin\omega t'\cos\omega t'\,dt'=\sin^2\omega t/(2\omega)$,

$$m v_z=\frac{e^2E_0^2}{2mc\,\omega^2}\sin^2\omega t=\frac{2U_p}{c}\sin^2\omega t=\frac{U_p}{c}(1-\cos2\omega t).$$

One more integration gives

$$z(t)=\frac{U_p}{mc}\,t-\beta_0\sin2\omega t,\qquad \boxed{\beta_0=\frac{U_p}{2mc\,\omega}} .$$

After half a period the velocity $v_x$ and the field $B_y$ have both reversed, so their product has the same value again and oscillates at $2\omega$. In a frame moving with the drift, the motion along $x$ at $\omega$ and along $z$ at $2\omega$ forms a figure-eight, whose half-width along the beam is $\beta_0$.

The drift is not a small addition. In one period $2\pi/\omega$ it carries the electron by $2\pi U_p/(mc\omega)=4\pi\beta_0$. When $\beta_0$ is one bohr, the drift per cycle is already 12.6 bohr.

## Why a slow electron is displaced so far

Define the peak quiver velocity divided by $c$, and the quiver amplitude along $x$:

$$a_0=\frac{eE_0}{mc\,\omega},\qquad \alpha_0=\frac{eE_0}{m\omega^2}.$$

Inserting $U_p$ into $\beta_0$ gives

$$\beta_0=\frac{e^2E_0^2}{8m^2c\,\omega^3}=\frac{\alpha_0a_0}{8}.$$

The magnetic force is weaker than the electric force by a factor of order $v/c$, but this small factor multiplies a long path. At fixed field strength $a_0$ grows as $\lambda$ and $\alpha_0$ as $\lambda^2$, so $\beta_0$ grows as $\lambda^3$. The relevant comparison is between $\beta_0$ and the atom, and a small value of $v/c$ does not settle it.

## Where the force is lost in the Hamiltonian

The vector potential must satisfy $E_x=-(1/c)\,\partial_tA_x$ and $B_y=\partial_zA_x$. Both hold for $A_x=-(cE_0/\omega)\sin(\omega t-kz)$. Write $a=eA_x/c$, which is a momentum of amplitude $a_{\max}=eE_0/\omega$. With a binding potential $V$,

$$H=\frac{[p_x+a(t-z/c)]^2+p_y^2+p_z^2}{2m}+V .$$

The dipole approximation replaces $a(t-z/c)$ by $a(t)$. The term $a^2(t)/2m$ then depends on time alone and contributes only a common phase to the wave function. The magnetic field $\nabla\times\mathbf A$ is zero. Passing from this form to the one with the interaction $eE(t)x$ is a gauge transformation, which leaves the fields unchanged, so it cannot bring the magnetic force back.

Now keep the first retardation term, $a(t-z/c)\approx a(t)-(z/c)\dot a(t)$. Since $z$ commutes with $p_x$, the square expands to first order in $1/c$ as

$$\frac{[p_x+a(t-z/c)]^2}{2m}\approx\frac{[p_x+a(t)]^2}{2m}-\frac{z}{mc}\,\dot a\,(p_x+a).$$

The last term is linear in $z$, so it is a uniform force. For a free electron $p_x$ is conserved, and

$$F_z=\frac{\dot a\,(p_x+a)}{mc}=\frac{d}{dt}\,\frac{a^2+2ap_x}{2mc}.$$

Because $p_x+a=mv_x$ and $\dot a=-eE_x$, this equals $-(e/c)v_xB_y$, the magnetic force found before. For $p_x=0$ it comes entirely from the $A^2$ term. What was a removable phase in a uniform potential becomes a force once the potential varies along $z$.

For $p_x\neq0$ there is an extra velocity $ap_x/(m^2c)$, if $p_z=0$ when $a=0$. Its integral oscillates at $\omega$ with amplitude $a_{\max}p_x/(m^2c\,\omega)$. Since $\beta_0=a_{\max}^2/(8m^2c\,\omega)$, this is $8p_x/a_{\max}$ times $\beta_0$. The extra motion is $p_x/(mc)$ times the quiver motion along $x$ and in phase with it. It therefore tilts the figure-eight by the small angle $p_x/(mc)$ and leaves its shape nearly unchanged. Because the loop is much longer along $x$ than along $z$, even this small tilt can change its extent along the beam strongly.

## The quantum packet is carried along

For fixed $p_x$, the motion along $z$ obeys

$$i\hbar\,\partial_t\psi=\left[\frac{p_z^2}{2m}-F_z(t)\,z+g(t)\right]\psi ,$$

where $g$ collects the terms without $z$. Try

$$\psi=e^{i\theta(t)}e^{iP(t)z/\hbar}\chi(z-\zeta(t),t).$$

With the common exponential factor removed, the left side is

$$-(\hbar\dot\theta+\dot Pz)\chi+i\hbar\,\partial_t\chi-i\hbar\dot\zeta\,\chi',$$

and the right side is

$$-\frac{\hbar^2}{2m}\chi''-\frac{i\hbar P}{m}\chi'+\frac{P^2}{2m}\chi-F_zz\chi+g\chi .$$

The terms in $z\chi$ match if $\dot P=F_z$, those in $\chi'$ match if $\dot\zeta=P/m$, and the remaining time-dependent terms fix $\theta$. What is left is the free equation for $\chi$. The packet spreads as if there were no field while its centre follows the classical path $\zeta(t)$.

If $V$ is kept, the corresponding change of coordinates turns it into $V(\mathbf r'+\hat{\mathbf x}\,\alpha(t)+\hat{\mathbf z}\,\zeta(t))$, with $\dot\alpha=a/m$ and with $\zeta$ the path for $p_x=0$. The coupling $-(z'+\zeta)\,\dot a\,p_x/(mc)$ remains beside it. Seen from the moving frame, the nucleus is displaced along the beam as well as along the polarization. The dipole approximation keeps $\alpha$ and drops $\zeta$.

How much is one bohr? A geometric measure is the overlap $S$ of the hydrogen ground state with a copy displaced by $R$, in bohr. Let $r_1$ and $r_2$ be the distances from the two centres, and put $r_1+r_2=R\xi$, $r_1-r_2=R\mu$. The volume element is $(R^3/8)(\xi^2-\mu^2)\,d\xi\,d\mu\,d\varphi$, and the angle $\varphi$ gives $2\pi$. Then

$$S=\frac1\pi\int e^{-r_1-r_2}\,d^3r=\frac{R^3}{4}\int_1^\infty e^{-R\xi}\left(2\xi^2-\frac23\right)d\xi .$$

With $\int_1^\infty e^{-R\xi}\xi^2d\xi=e^{-R}(1/R+2/R^2+2/R^3)$ and $\int_1^\infty e^{-R\xi}d\xi=e^{-R}/R$,

$$S=e^{-R}\left(1+R+\frac{R^2}{3}\right)\approx1-\frac{R^2}{6}\quad(R\ll1).$$

The values are 0.998, 0.858 and 0.586 for displacements of 0.1, 1 and 2 bohr. The change is smooth, so $\beta_0=a_B$ marks a displacement of atomic size and is not a threshold. The overlap is also not a transition amplitude in the laser field. How much a given observable changes must be calculated for that observable.

## The boundary in intensity and wavelength

The cycle-averaged intensity is $I=cE_0^2/(8\pi)$, so $E_0^2=8\pi I/c$ and

$$\beta_0=\frac{e^2}{8m^2c\,\omega^3}\cdot\frac{8\pi I}{c}=\frac{\pi e^2I}{m^2c^2\omega^3}.$$

Setting $\beta_0=a_B$ and using $\omega=2\pi c/\lambda$ gives

$$I_c=\frac{m^2c^2\omega^3a_B}{\pi e^2}=\frac{8\pi^2m^2c^5a_B}{e^2\lambda^3}.$$

At fixed intensity, $k a_B$ falls as $1/\lambda$ while $\beta_0$ rises as $\lambda^3$. This is the reason for a second limit at long wavelength. The table gives $\beta_0$ in bohr at four intensities in W/cm².

| $\lambda$ (µm) | $10^{13}$ | $10^{14}$ | $10^{15}$ | $10^{16}$ |
|---|---|---|---|---|
| 0.2 | 0.000022 | 0.00022 | 0.0022 | 0.022 |
| 0.8 | 0.0014 | 0.014 | 0.14 | 1.4 |
| 3.2 | 0.090 | 0.90 | 9.0 | 90 |
| 12.8 | 5.8 | 58 | 580 | 5800 |

The boundary lies at $7.1\times10^{15}$ W/cm² for 0.8 µm, at $1.1\times10^{14}$ for 3.2 µm and at $1.7\times10^{12}$ for 12.8 µm. Each fourfold increase in wavelength lowers it by $4^3=64$.

Two other lines help to read the map. The first is $a_0=1$, where the quiver motion is strongly relativistic. It corresponds to $E_0=mc\,\omega/e$, so

$$I_{\rm rel}=\frac{m^2c^3\omega^2}{8\pi e^2},\qquad
\frac{I_{\rm rel}}{I_c}=\frac{c}{8\omega a_B}=\frac{1}{8ka_B}.$$

With $\beta_0$ taken from the slow-electron formula, the lines meet at $\lambda=16\pi a_B=2.66$ nm. At much longer wavelengths the one-bohr boundary is reached first, and at 0.8 µm it lies lower by a factor of about 300. On the boundary $U_p=2mc\,\omega a_B$, hence

$$\frac{U_p}{mc^2}=2ka_B,\qquad a_0^2=\frac{4U_p}{mc^2}=8ka_B .$$

The longer the wavelength, the slower the electron is when its magnetic excursion reaches one bohr.

The second line concerns the release of the electron. In a static field the potential energy along the escape direction is $-e^2/x-eEx$. Its derivative vanishes at $x=\sqrt{e/E}$, where the energy is $-2\sqrt{e^3E}$. Equating this to $-I_p$, with $I_p$ the ionization energy, gives $E=I_p^2/(4e^3)$. For hydrogen, $I_p=1/2$ hartree and $E=1/16$ atomic unit, or about $1.4\times10^{14}$ W/cm². This one-dimensional estimate ignores the Stark shift and the sideways motion.

It meets the boundary near 3.0 µm. At longer wavelengths a field that suppresses the barrier by this estimate already lies above the one-bohr line. The crossing depends on the estimate: in parabolic coordinates, with the level unshifted, the barrier field is about 0.11 atomic unit and the crossing moves to about 2.0 µm. At 0.8 µm the boundary lies some 50 times above the one-dimensional barrier intensity, so hydrogen is ionized on the rising edge of such a pulse, and the worked point below describes a free electron. Far below the barrier field, as on the boundary at 12.8 µm, the free-electron result says nothing about an electron that stays bound. It applies there to electrons released by some other means.

## One point on the boundary

At 0.8 µm and $7.1\times10^{15}$ W/cm², in atomic units, $\omega=0.05695$ and $E_0=0.4500$. With $c=137.036$,

$$U_p=\frac{0.4500^2}{4(0.05695)^2}=15.61\ \text{hartree},\qquad
\beta_0=\frac{15.61}{2(137.036)(0.05695)}=1.00\ \text{bohr}.$$

The route through the quiver motion gives the same: $\alpha_0=138.7$ bohr and $a_0=0.0577$, so $138.7\times0.0577/8=1.00$ bohr. The electron's peak speed is about 6% of the speed of light.

Integration of the relativistic equations gives a half-width of 0.9992 bohr. In another integration the electric and magnetic fields were made uniform in space, so that retardation was absent and the magnetic force remained. The half-width was 0.997 bohr. At this point, therefore, the excursion does not need the spatial variation of the electric field.

A Schrödinger packet in the retarded potential, with $p_x=0$, moved by 12.59 bohr in one cycle, against 12.57 from the drift formula. The excess is a factor $1+9a_0^2/16$ that comes from combining nonrelativistic kinematics with a retarded potential. A classical nonrelativistic orbit shows it too, while the relativistic drift is 12.57 bohr. Its overlap with the displaced free packet was 1.00000, and with the undisplaced dipole packet 0.577. The second number follows from the displacement. After a full cycle the added momentum is zero, and free spreading does not change the overlap of two packets. Two Gaussians $\exp(-z^2/4\sigma^2)$ a distance $D$ apart have overlap $\exp(-D^2/8\sigma^2)$. For $\sigma=6$ bohr and $D=12.59$ bohr this is 0.577.

For $p_x=a_{\max}/8$ the first-harmonic amplitude equals $\beta_0$. At half a cycle the drift contributes $2\pi$ bohr and the new term $-2$ bohr, which makes 4.28 bohr. The packet gave 4.29 bohr.

## The relativistic correction

The same model can be solved without assuming a slow electron. Let $\eta=\omega t-kz$, so that $\dot\eta=\omega(1-v_z/c)$. The force along $x$ is $-eE_x(1-v_z/c)$, and division by $\dot\eta$ gives

$$\frac{dp_x}{d\eta}=-\frac{eE_0}{\omega}\cos\eta,\qquad p_x=-a_{\max}\sin\eta .$$

Here and below $p_x$ and $p_z$ are kinetic momenta. The force along $z$ is $-eE_xv_x/c$, and the energy $\gamma mc^2$ changes at the rate $-eE_xv_x$. Hence $\gamma mc-p_z$ is constant and equals $mc$ for a start from rest. Squaring $\gamma mc=mc+p_z$ and using $\gamma^2m^2c^2=m^2c^2+p_x^2+p_z^2$ leaves $p_z=p_x^2/(2mc)$. Moreover $\gamma m(1-v_z/c)=m$, so

$$\frac{dz}{d\eta}=\frac{p_z}{m\omega}=4\beta_0\sin^2\eta,\qquad z=\beta_0(2\eta-\sin2\eta).$$

To find the width in laboratory time, put $q=U_p/mc^2$. Then $k\beta_0=q/2$ and $\omega t=\eta+kz=(1+q)\eta-\tfrac q2\sin2\eta$. One phase cycle moves the electron by $4\pi\beta_0$ in the time $2\pi(1+q)/\omega$, so the drift velocity is $2\beta_0\omega/(1+q)$. Subtracting the drift,

$$z-v_{\rm drift}t=\beta_0\left[-\sin2\eta+\frac{q}{1+q}\sin2\eta\right]=-\frac{\beta_0}{1+q}\sin2\eta .$$

The half-width is $\beta_0/(1+U_p/mc^2)$. At the worked point $q=8.3\times10^{-4}$, which accounts for the 0.9992 bohr. The relativistic orbits were tested against this formula at all sixteen points of the table. The table itself lists $\beta_0$ without the correction. At its last point, 12.8 µm and $10^{16}$ W/cm², $q=0.30$, and the half-width is about 4400 bohr instead of 5800.

## An electron that returns to the nucleus

An electron released at rest at phase $\varphi_0$ has kinetic momentum $p_x=-a_{\max}(\sin\eta-\sin\varphi_0)$. The relation $p_z=p_x^2/(2mc)$ still holds, because the start is from rest. The electron returns to $x=0$ at a phase $\varphi_1$ fixed by

$$\cos\varphi_1-\cos\varphi_0+(\varphi_1-\varphi_0)\sin\varphi_0=0 ,$$

and its displacement along the beam is then

$$z_1=4\beta_0\int_{\varphi_0}^{\varphi_1}(\sin\eta-\sin\varphi_0)^2d\eta .$$

In the expanded square, the cross term integrates to $2\sin\varphi_0(\cos\varphi_1-\cos\varphi_0)$, which the return condition turns into $-2(\varphi_1-\varphi_0)\sin^2\varphi_0$. Therefore

$$z_1=4\beta_0\left[(\varphi_1-\varphi_0)\left(\tfrac12-\sin^2\varphi_0\right)-\tfrac14(\sin2\varphi_1-\sin2\varphi_0)\right].$$

Numerical maximization of the return energy, $2U_p(\sin\varphi_1-\sin\varphi_0)^2$, gives $\varphi_0=17.96^\circ$, $\varphi_1=252.04^\circ$ and 3.17 $U_p$. The phase difference is 4.09 radians, $\sin^2\varphi_0=0.095$, and the two sines of double angles agree to the digits used. So $z_1=4\times4.09\times0.405\,\beta_0=6.6\,\beta_0$.

On the boundary this classical electron passes the nucleus at 6.6 bohr, while the dipole approximation sends it through the centre. This does not mean that recollision is lost, because a real packet spreads during the flight. At 0.8 µm the flight lasts $4.09/\omega\approx72$ atomic units of time, so a momentum spread of 0.1 atomic unit along the beam already adds a width of about 7 bohr. An initial momentum of only $-6.6/72\approx-0.09$ atomic unit along the beam brings the electron back to the nucleus; on the boundary at 3.2 µm it is $-0.023$. The tunnelling estimate for the transverse distribution of hydrogen, $\exp(-p^2/E)$ in atomic units with $E$ the field at release, gives these momenta the weights 0.98 (an extrapolation, since the field is above the barrier) and 0.99. By this estimate recollision is hardly reduced at $\beta_0=a_B$, and its loss sets in only well above the boundary.

## Circular polarization and the end of the pulse

The figure-eight was derived for linear polarization, but the failure is wider. For a vector $\mathbf a(t)$ and zero canonical momentum, the same expansion gives $F_z=d(\mathbf a^2/2mc)/dt$. In a circular wave of constant strength $\mathbf a^2$ is constant, so the force and the oscillation at $2\omega$ vanish. While the wave was being switched on, however, the electron acquired $p_z=\mathbf a^2/(2mc)=U_p/c$, since now $U_p=\mathbf a^2/2m$. It drifts by $2\pi U_p/(mc\,\omega)$ per cycle, the same expression as in the linear case. A small oscillation alone does not justify the dipole approximation.

When a pulse ends and $\mathbf a$ returns to zero, this $p_z$ returns to zero too. The displacement gathered during the pulse remains.

Both statements need zero canonical momentum, that is, an electron that was free and at rest before the pulse. An electron released at rest inside the wave, where $\mathbf a=\mathbf a(t_0)$, has $p_z=[\mathbf a-\mathbf a(t_0)]^2/(2mc)$. In a circular wave it oscillates along the beam at $\omega$ with half-width $2U_p/(mc\,\omega)$, drifts twice as fast, and keeps $p_z=U_p/c$ after the pulse. In a linear wave it keeps $p_z=2U_p\sin^2\varphi_0/c$.

For a calculation above the boundary in which the electron stays within $kz\ll1$, the first step is to keep the term $-(z/mc)\,\dot a\,(p_x+a)$. It restores the magnetic force to first order in $1/c$, while the binding potential can be treated in full. It does not repair the motion along the polarization, where terms of order $1/c^2$ shift the orbit by an amount of order $a_0^2\alpha_0=8a_0\beta_0$. That is about half a bohr at the worked point and several bohr at 3.2 µm and $10^{15}$ W/cm², although $kz$ is still near 0.01 there. The computed values are collected in the numerical output below.

## Table of computed values

```
speed of light: 137.036 atomic units
bohr radius: 0.052918 nm
Boundary beta0 = 1 bohr:
  0.2 um: I_c = 4.549e+17 W/cm^2, Up = 1699.0 eV, a0 = 0.1153, k a_B = 1.662e-03
  0.8 um: I_c = 7.108e+15 W/cm^2, Up = 424.8 eV, a0 = 0.0577, k a_B = 4.156e-04
  3.2 um: I_c = 1.111e+14 W/cm^2, Up = 106.2 eV, a0 = 0.0288, k a_B = 1.039e-04
 12.8 um: I_c = 1.735e+12 W/cm^2, Up = 26.5 eV, a0 = 0.0144, k a_B = 2.598e-05
exponent of wavelength from orbits: -3.0003
Map of beta0 in bohr; columns I = 1e+13, 1e+14, 1e+15, 1e+16 W/cm^2
  0.2 um: 2.198e-05  2.198e-04  2.198e-03  2.198e-02
  0.8 um: 1.407e-03  1.407e-02  1.407e-01  1.407e+00
  3.2 um: 9.004e-02  9.004e-01  9.004e+00  9.004e+01
 12.8 um: 5.763e+00  5.763e+01  5.763e+02  5.763e+03
Worked point, 0.8 um on the boundary:
 omega = 0.05695 atomic units
 period = 2.669 fs
 peak field = 0.4500 atomic units = 2.314e+11 V/m
 Up = 15.610 hartree
 Up/(m c^2) = 8.312e-04
 quiver amplitude along x = 138.7 bohr
 beta0 from formula = 1.00000 bohr
 half-width, relativistic orbit = 0.99917 bohr
 half-width, uniform E(t) and B(t) = 0.99724 bohr
 drift per cycle, orbit = 12.566 bohr
 drift per cycle, quantum packet = 12.590 bohr
 initial packet width sigma = 6.0 bohr
 overlap with displaced free packet = 1.00000
 overlap with dipole packet = 0.5768
 px = a_max/8: z at half cycle, packet = 4.289 bohr
 px = a_max/8: z at half cycle, formula = 4.283 bohr
Recollision with largest return energy, same point:
 release phase = 17.96 deg
 return phase = 252.04 deg
 return energy, dipole = 3.1731 Up
 miss along z = 6.618 bohr
1s overlap, displacement 0.1 bohr: 0.99834
1s overlap, displacement 1.0 bohr: 0.85839
1s overlap, displacement 2.0 bohr: 0.58645
hydrogen barrier estimate: field = 0.0625 atomic units
hydrogen barrier estimate: I = 1.371e+14 W/cm^2
barrier estimate meets boundary at 2.983 um
line a0 = 1 meets boundary at 2.660 nm
I(a0 = 1)/I_c at 0.8 um: 300.8
k a_B = 1 at wavelength 0.3325 nm
```
